# Line tension, edge stiffness and the curvature of equilibrium islands

A flat, single-layer island lies on a wide crystal terrace. Its edge costs a free energy \(\beta(\theta)\) per length, the line tension, which depends on the direction \(\theta\) of the outward normal. The problem asks what fixes the local curvature when the island has reached its equilibrium shape.

The number of atoms, and so the area \(A\), is fixed. The edge is a smooth closed curve without self-crossings, and \(\beta>0\) is a smooth function. Long-range elastic energy, corner energies and growth currents are left out. The edge is run through counterclockwise with arc length \(s\), and

\[
\mathbf n=(\cos\theta,\sin\theta),\qquad \mathbf t=(-\sin\theta,\cos\theta),\qquad \kappa=\frac{d\theta}{ds},
\]

so a circle has \(\kappa>0\). Primes on \(\beta\) denote derivatives with respect to \(\theta\). Lengths are in nm and energies in eV, the natural units here.

## (a) How does the edge free energy respond to a small displacement?

*Move each edge point by \(u(s)\) along \(\mathbf n\). Find the first-order changes of \(A\) and of \(F=\oint\beta(\theta)\,ds\).*

**Solution.** Since \(d\mathbf n/d\theta=\mathbf t\), we have \(d\mathbf n/ds=\kappa\mathbf t\). The displaced curve \(\mathbf x+u\mathbf n\) therefore has the derivative

\[
\frac{d}{ds}(\mathbf x+u\mathbf n)=(1+\kappa u)\,\mathbf t+u_s\mathbf n,\qquad u_s=\frac{du}{ds}.
\]

To first order its length is \(1+\kappa u\), so \(\delta(ds)=\kappa u\,ds\). The tangent has tilted towards \(\mathbf n\) by the angle \(u_s\). Because \(d\mathbf t/d\theta=-\mathbf n\), such a tilt lowers \(\theta\): \(\delta\theta=-u_s\). The strip swept out has width \(u\), so \(\delta A=\oint u\,ds\).

Both the length and the orientation of each element change:

\[
\delta F=\oint\left(\beta\kappa u-\beta' u_s\right)ds .
\]

Integrate the second term by parts. The curve is closed, so there is no boundary term, and \(d\beta'/ds=\beta''\kappa\):

\[
\delta F=\oint\left(\beta+\beta''\right)\kappa\,u\,ds\equiv\oint S\kappa\,u\,ds,\qquad S(\theta)=\beta(\theta)+\beta''(\theta).
\]

The combination \(S\) is the edge stiffness. Its first part is the cost of a longer edge, its second the cost of turning the edge into other orientations.

## (b) What is the curvature at equilibrium?

*Derive the condition at fixed area, identify its constant, and find what a smooth edge demands of \(S\).*

**Solution.** At equilibrium \(\delta F=0\) for every \(u\) with \(\oint u\,ds=0\). (The remaining second-order area change can be removed by a second-order rescaling, which does not affect \(\delta F\).) Let \(\lambda\) be the average of \(S\kappa\) over the edge length and choose \(u=S\kappa-\lambda\), which has zero integral. Then

\[
0=\oint S\kappa\,(S\kappa-\lambda)\,ds=\oint(S\kappa-\lambda)^2ds ,
\]

where the subtracted term \(\lambda\oint(S\kappa-\lambda)ds\) is zero. Hence

\[
\boxed{\;\kappa=\frac{\lambda}{S(\theta)}=\frac{\lambda}{\beta(\theta)+\beta''(\theta)}\;}
\]

For any \(u\) we now have \(\delta F=\lambda\,\delta A\). A uniform enlargement leaves all orientations unchanged, so \(F\propto\sqrt A\), and

\[
\lambda=\frac{dF}{dA}=\frac{F}{2A}>0 .
\]

Thus \(\lambda\) is the same all round one island but differs between islands of different size. The inverse proportion compares points on one edge.

Since \(\lambda\neq0\), \(\kappa\) cannot vanish. It is continuous on a smooth edge, and its integral is \(2\pi\), so \(\kappa>0\) everywhere. All orientations then occur, and \(S>0\) for all of them. If \(\beta\) is constant, the law gives a circle with \(\lambda=\beta/R\); in that case stiffness and line tension coincide.

If one atom occupies the area \(a_s\), adding it at a given place costs \(a_sS\kappa\), by part (a). Equilibrium means that this local chemical potential is uniform. During growth limited by diffusion it need not be, and the boxed law then does not fix the shape.

## (c) What is the whole shape?

*Integrate the curvature law, and express \(\lambda\) through \(\beta\) and \(A\).*

**Solution.** From \(d\mathbf x/ds=\mathbf t\) and \(ds/d\theta=1/\kappa=S/\lambda\),

\[
\frac{d\mathbf x}{d\theta}=\frac{S}{\lambda}\,\mathbf t,\qquad
\mathbf x(\theta)=\frac{\beta\,\mathbf n+\beta'\,\mathbf t}{\lambda},
\]

up to a translation. Differentiation confirms this: \(\beta'\mathbf n+\beta\mathbf t+\beta''\mathbf t-\beta'\mathbf n=S\mathbf t\). The curve closes because \(\beta\) and \(\beta'\) are periodic.

The distance from the origin to the tangent line, called the support function, is \(h=\mathbf x\cdot\mathbf n=\beta/\lambda\). So line tension does have a direct geometric role: it sets the distance of the tangent line, while stiffness sets the curvature.

The divergence theorem gives \(A=\tfrac12\oint\mathbf x\cdot\mathbf n\,ds\). Hence

\[
A=\frac{1}{2\lambda^2}\int_0^{2\pi}\beta(\beta+\beta'')\,d\theta
=\frac{A_\beta}{\lambda^2},\qquad
A_\beta=\frac12\int_0^{2\pi}(\beta^2-\beta'^2)\,d\theta,
\]

after one integration by parts. Therefore \(\lambda=\sqrt{A_\beta/A}\).

## (d) Is this shape a minimum?

*Compare it with other smooth convex shapes of the same area, assuming \(S>0\).*

**Solution.** Part (c) used \(\beta/\lambda\) as support function. A general convex curve is likewise \(\mathbf x=h\mathbf n+h'\mathbf t\), with radius of curvature \(h+h''>0\). Define

\[
Q(f,g)=\frac12\int_0^{2\pi}(fg-f'g')\,d\theta .
\]

Integration by parts gives

\[
A=Q(h,h),\qquad F=\int_0^{2\pi}\beta(h+h'')\,d\theta=2Q(\beta,h),\qquad A_\beta=Q(\beta,\beta)>0 .
\]

Choose a number \(c\) such that \(f=h-c\beta\) has zero angular mean, which is possible because \(\beta\) has a positive mean. With \(f=\sum_{n\ge1}(a_n\cos n\theta+b_n\sin n\theta)\),

\[
Q(f,f)=\frac{\pi}{2}\sum_{n\ge1}(1-n^2)(a_n^2+b_n^2)\le0 .
\]

Subtracting a multiple of \(\beta\) from \(h\) does not change the determinant of the four products formed from \(\beta\) and \(h\):

\[
Q(\beta,\beta)Q(h,h)-Q(\beta,h)^2=Q(\beta,\beta)Q(f,f)-Q(\beta,f)^2\le0 .
\]

Thus \(F^2\ge4A_\beta A\). Equality requires \(Q(f,f)=0\), so \(f\) contains only \(n=1\), which is a translation. The shape of part (c) is therefore the unique minimum among smooth convex shapes of given area, up to position.

Fixed area matters. Since \(F\propto\sqrt A\) is concave in \(A\), an island exchanging atoms with a reservoir at fixed chemical potential is unstable against growing or shrinking.

## (e) Why must the stiffness be positive?

*Replace a straight edge of length \(L\) and normal \(\theta\) by a zigzag with normals \(\theta\pm\alpha\), where \(\alpha\) is small.*

**Solution.** Each of the two orientations has total length \(L/(2\cos\alpha)\). The new energy per original length is

\[
\frac{\beta(\theta+\alpha)+\beta(\theta-\alpha)}{2\cos\alpha}
\simeq\left(\beta+\tfrac12\beta''\alpha^2\right)\left(1+\tfrac12\alpha^2\right)
\simeq\beta+\tfrac12S\alpha^2 .
\]

The terms linear in \(\alpha\) cancel. If \(S<0\), the zigzag is cheaper although it is longer, and the straight edge breaks up. The island then has corners at which some orientations are missing, and the smooth-edge law no longer describes the full range of \(\theta\).

## (f) What does a weak sixfold anisotropy do?

*Take \(\beta=\beta_0(1-\varepsilon\cos6\theta)\) with \(\varepsilon>0\). Locate the flattest and most curved parts.*

**Solution.** Here \(\beta''=36\beta_0\varepsilon\cos6\theta\), so

\[
S=\beta_0(1+35\varepsilon\cos6\theta).
\]

The anisotropy is multiplied by 35 and changes sign. At \(\theta=0\) the line tension is lowest, but the stiffness is highest and the edge flattest. At \(\theta=30^\circ\) the reverse holds. A law \(\kappa\propto1/\beta\) would put the larger curvature at the wrong place.

A smooth edge needs \(\varepsilon<1/35\simeq0.0286\). As this limit is approached, \(S(30^\circ)\to0\) and the curvature there diverges.

For \(\cos m\theta\) in place of \(\cos6\theta\), the factor is \(m^2-1\). It is 3 for \(m=2\) and zero for \(m=1\). The latter term is \(\mathbf b\cdot\mathbf n\) with a constant vector \(\mathbf b\); it adds \(\mathbf b\cdot\oint\mathbf n\,ds=0\) to \(F\) and cannot alter the shape.

## (g) How large is the effect for a metal island?

*Take 20000 atoms, atomic spacing \(a=0.256\) nm, \(\beta_0=0.90\) eV/nm, \(\varepsilon=0.01\) and \(T=600\) K. These are rough values for the regime of Cu(111). The direction \(\theta=0\) is normal to a close-packed edge.*

**Solution.** On the triangular lattice \(a_s=\sqrt3a^2/2=0.05676\) nm², so \(A=1135.1\) nm². A circle of this area has radius 19.01 nm. The integral in part (c) gives

\[
A_\beta=\tfrac12\beta_0^2\left(2\pi+\pi\varepsilon^2-36\pi\varepsilon^2\right)=\pi\beta_0^2\left(1-\tfrac{35}{2}\varepsilon^2\right),
\]

\[
\lambda=\frac{0.90}{19.01}\sqrt{1-0.00175}=0.0473\ \text{eV/nm}^2,\qquad F=2\lambda A=107.4\ \text{eV}.
\]

At the close-packed edge \(\beta=0.891\) eV/nm and \(S=0.90\times1.35=1.215\) eV/nm. At the rounded corner \(\beta=0.909\) eV/nm and \(S=0.90\times0.65=0.585\) eV/nm. The radii of curvature \(S/\lambda\) are

\[
\rho_{\rm edge}=\frac{1.215}{0.0473}=25.7\ \text{nm},\qquad
\rho_{\rm corner}=\frac{0.585}{0.0473}=12.4\ \text{nm}.
\]

The corner is 2.08 times as curved as the edge, although the line tensions differ by 2%. If \(\beta\) alone ruled, the ratio would be \(0.891/0.909=0.98\). The smallest radius is 48 atomic spacings, which favours a continuum description.

The energy penalty of the \(\beta\)-only shape can also be found. Its radius of curvature \(h+h''\propto1-\varepsilon\cos6\theta\) implies \(h\propto1+(\varepsilon/35)\cos6\theta\). Inserting this in \(F=2Q(\beta,h)\) and \(A=Q(h,h)\) gives, to order \(\varepsilon^2\),

\[
\frac{F^2}{4A_\beta A}\simeq1+\varepsilon^2\left(1+\tfrac1{70}+\tfrac{35}{2}\right)=1+18.5\,\varepsilon^2 .
\]

At equal area the relative excess of \(F\) is half of \(18.5\varepsilon^2\), or \(9.3\times10^{-4}\). This is 0.10 eV, about \(1.9\,kT\) with \(kT=0.0517\) eV. The minimum is shallow, which makes thermal motion important.

## (h) How far does thermal motion hide the shape?

*Find the fluctuation energy at fixed area and compare the edge motion with the sixfold distortion.*

**Solution.** Write \(h=h_0+v\), with \(h_0=\beta/\lambda\). To leading order \(v\) is the normal displacement. Fixed area requires \(2Q(h_0,v)+Q(v,v)=0\), so

\[
F=2\lambda Q(h_0,h_0+v)=2\lambda A+2\lambda Q(h_0,v)=F_0-\lambda Q(v,v),
\]

\[
F-F_0=\frac{\lambda}{2}\int_0^{2\pi}(v'^2-v^2)\,d\theta ,
\]

where \(F_0=2\lambda A\). A mode \(a_n\cos n\theta\) costs \(\tfrac{\pi}{2}\lambda(n^2-1)a_n^2\). Equipartition assigns it \(kT/2\):

\[
\langle a_n^2\rangle=\frac{kT}{\pi\lambda(n^2-1)} .
\]

The mode \(n=1\) is a translation and is left out. The area constraint ties \(n=0\) to \(n=6\), with \(v_0=-17.5\,\varepsilon a_6\); this changes the \(n=6\) energy by about 0.2% and is neglected. Adding sine and cosine modes,

\[
\langle v^2\rangle=\frac{kT}{\pi\lambda}\sum_{n\ge2}\frac1{n^2-1}
=\frac{kT}{2\pi\lambda}\sum_{n\ge2}\left(\frac1{n-1}-\frac1{n+1}\right)=\frac{3kT}{4\pi\lambda}.
\]

This is an estimate, since short waves can violate the convexity assumed here; the modes \(n=2\) to 5 already supply about three quarters of the sum.

The rms displacement is 0.51 nm. The equilibrium sixfold amplitude in \(h\) is \(\varepsilon\beta_0/\lambda=0.19\) nm, and one \(n=6\) mode fluctuates by 0.10 nm rms. A single snapshot therefore shows the predicted shape poorly. To leading order in the fluctuations, the law describes the mean edge, found by averaging many independent snapshots after aligning their centres. The averaging also blurs the shape: if the radius is averaged at fixed polar angle, the sixfold part comes out too small. The loss depends on the shortest waves kept in the description of the edge. For this island it is about 8% with modes up to \(n=6\), 10% up to \(n=8\) and 20% up to \(n=16\), and it keeps growing as more modes are added, so the model gives no single value. Since \(\beta\) is a free energy that already contains the short waves, only the long ones should be counted as fluctuations about the equilibrium shape. In larger islands the distortion grows as \(\sqrt A\), the rms motion only as \(A^{1/4}\).

## (i) Is one harmonic reasonable for a real edge?

*Estimate \(\beta\) and \(S\) from a nearest-neighbour lattice edge with kink energy \(E_k=0.12\) eV, a rough value for Cu(111).*

**Solution.** Let each edge bond cost \(2E_k\). Replacing a forward bond by one oblique bond up and one down adds one bond and two kinks, as it should.

If an edge of length \(L\) ends at a small offset \(y\), its free energy is \(L\beta(\theta+\phi)/\cos\phi\) with \(\phi\simeq y/L\). For a symmetric direction \(\beta'=0\), so the extra cost is \(Sy^2/(2L)\), and \(\langle y^2\rangle=kTL/S\).

**Close-packed edge.** Forward bonds advance by \(a\); oblique ones advance by \(a/2\) and rise or fall by \(\sqrt3a/2\). Measured against a straight edge, an oblique bond has weight \(w=e^{-E_k/kT}=0.098\). Give an offset \(y\) the extra weight \(e^{qy}\). The path sum after \(j\) half-spacings obeys

\[
Z_j=Z_{j-2}+2w\cosh\left(\tfrac{\sqrt3}{2}aq\right)Z_{j-1}.
\]

Setting \(Z_j\propto X^j\) gives a quadratic equation for \(X\). Its larger root gives the growth rate per length,

\[
\mu(q)=\frac2a\,\operatorname{arsinh}\left[w\cosh\left(\tfrac{\sqrt3}{2}aq\right)\right].
\]

Then \(\beta=2E_k/a-kT\mu(0)=0.90\) eV/nm. Since \(\langle y^2\rangle=L\mu''(0)\),

\[
S=\frac{kT}{\mu''(0)}=\frac{2kT\sqrt{1+w^2}}{3aw}=1.38\ \text{eV/nm}.
\]

This path sum is approximate at order \(w^2\). It leaves out overhangs, and it counts a downward bond followed at once by an upward one, which in a lattice of atoms encloses no missing atom. The exact solution of the nearest-neighbour triangular lattice gas gives \(\beta=0.90\) and \(S=1.37\) eV/nm.

**Corner direction.** To leading order in \(w\), keep the shortest paths: \(2M\) bonds of two directions \(60^\circ\) apart, with \(L=\sqrt3Ma\). Exchanging \(k\) bonds moves the end sideways by \(ka\), and the number of paths falls as \(e^{-k^2/M}\) for \(k\ll M\). Equating \(kT\,k^2/M\) with \(S(ka)^2/(2L)\) gives

\[
S=\frac{2\sqrt3\,kT}{a}=0.70\ \text{eV/nm},\qquad
\beta=\frac{2E_k-kT\ln2}{\sqrt3a/2}=0.92\ \text{eV/nm}.
\]

The next paths matter for the stiffness. An extra bond at right angles to the mean direction costs \(2E_k\), so it has weight \(w^2\), and it turns a sideways step of \(a/2\) into one of \(3a/2\). This multiplies \(\langle y^2\rangle\) by about \(1+8w^2=1.08\) and lowers the corner stiffness to 0.65 eV/nm.

The lattice estimate also has nearly equal line tensions and a stiffness ratio near 2. Its stiffnesses exceed the one-harmonic values by a little over 10% at both places. Because \(\beta''\) integrates to zero, \(S\) and \(\beta\) have the same angular mean. The two lattice stiffnesses average 1.01 eV/nm, well above the line tensions, so between these two directions \(S\) must lie, on average, below the one-harmonic curve drawn through the two values. Higher harmonics are therefore present, and the radii in part (g) are uncertain by about 10% on this account: the exact lattice-gas shape of the same area has radii of 28.6 and 13.6 nm, and its stiffness has a \(\cos12\theta\) part of about a tenth of the mean. The rough kink energy adds to this: since \(S\) at the close-packed edge varies nearly as \(1/w\), a change of 0.01 eV in \(E_k\) shifts it by about 20% at 600 K.

Real fcc(111) islands also have two kinds of close-packed edge. Adding \(-\delta\beta_0\cos3\theta\) to \(\beta\) adds \(8\delta\beta_0\cos3\theta\) to \(S\). An assumed \(\delta=0.005\), about 1% difference in line tension, gives stiffnesses of 1.251 and 1.179 eV/nm, or 3% either side of 1.215.

Finally, a real island exchanges atoms with the terrace. Adding an atom costs \(a_s\lambda=2.7\) meV more than at a straight edge, so a dilute adatom gas in balance with the island is denser by \(e^{a_s\lambda/kT}-1\simeq5\%\). On a terrace with fewer adatoms the island shrinks. The equilibrium law then applies if atoms rearrange along the edge much faster than the area changes. On cooling, \(w\) falls and the close-packed stiffness rises steeply: the sides become flatter, and one weak harmonic ceases to suffice.

Numerical values quoted here were computed with a short program.
